# How fast can copper be plated through a diffusion layer?: test program

```python
# Result under test: the largest steady copper plating rate through a
# stagnant layer, with ample inert electrolyte, is v = D*c*V/delta, and
# the copper current density is j = 2*F*D*c/delta.
# D: diffusion coefficient of Cu(2+), c: bulk concentration,
# delta: layer thickness, V: molar volume of copper, F: Faraday constant.
# Also tested: finite surface reaction rate k, start-up transient, and the
# flux multiplier due to the electric field for three divalent ions.
# All quantities are in SI units unless a name or label says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

delta = 30e-6
conc = 500.0
diff = 5e-10
temperature = 298.15
viscosity = 1.0e-3        # rough value for a dilute aqueous solution
ion_radius = 0.4e-9       # rough hydrated radius
molar_mass = 63.55e-3
density = 9.0e3           # rough value for solid copper
faraday = const.N_A * const.e

# Derived formulas
diff_stokes = const.k * temperature / (6*np.pi*viscosity*ion_radius)
molar_volume = molar_mass / density
flux_limit = diff * conc / delta
current = 2 * faraday * flux_limit
rate = molar_volume * flux_limit
decay_time = delta**2 / (np.pi**2 * diff)
excess_thickness = molar_volume * conc * delta / 3


def layer_matrix(cells, k_surface):
    """Finite-volume diffusion: dc/dt = A c + source, A in banded form.

    Returns A, the source, and the surface conductance (flux / first cell).
    """
    h = delta / cells
    inner = diff / h
    bulk_side = 2 * diff / h
    wall = 1 / (h / (2*diff) + 1 / k_surface)
    bands = np.zeros((3, cells))
    bands[0, 1:] = inner / h
    bands[2, :-1] = inner / h
    bands[1, :] = -2 * inner / h
    bands[1, 0] = -(inner + wall) / h
    bands[1, -1] = -(inner + bulk_side) / h
    source = np.zeros(cells)
    source[-1] = bulk_side * conc / h
    return bands, source, wall


def steady_flux(k_surface):
    bands, source, wall = layer_matrix(200, k_surface)
    profile = solve_banded((1, 1), bands, -source)
    return wall * profile[0]


# Surface reaction of finite speed: flux saturates at the transport limit
k_ratios = [1.0, 10.0, 100.0]
shares = []
for ratio in k_ratios:
    k_surface = ratio * diff / delta
    simulated = steady_flux(k_surface)
    formula = conc / (delta/diff + 1/k_surface)
    assert abs(simulated/formula - 1) < 1e-8
    shares.append(simulated / flux_limit)
assert shares[0] < shares[1] < shares[2] < 1
assert abs(steady_flux(np.inf)/flux_limit - 1) < 1e-8

# Start-up from a layer full of ions, backward Euler in time
time_step = 1e-3
steps = 3000
probe_step = 1000
bands, source, wall = layer_matrix(200, np.inf)
implicit = -time_step * bands
implicit[1] += 1
profile = np.full(200, conc)
collected = 0.0
for step in range(1, steps + 1):
    profile = solve_banded((1, 1), implicit, profile + time_step*source)
    flux_now = wall * profile[0]
    collected += time_step * flux_now
    if step == probe_step:
        probe_ratio = flux_now / flux_limit
end_time = steps * time_step
probe_time = probe_step * time_step
late_formula = 1 + 2*np.exp(-probe_time/decay_time)
# Backward Euler error of the small remaining transient is about 1e-4
assert abs(probe_ratio - late_formula) < 3e-4
simulated_thickness = collected * molar_volume
simulated_excess = simulated_thickness - rate*end_time
assert abs(simulated_excess/excess_thickness - 1) < 1e-3

# Thickness rate and current linked by counting atoms and charges
atoms_per_volume = density / (molar_mass*1e3 * const.atomic_mass)
current_counted = 2 * const.e * atoms_per_volume * rate
assert abs(current_counted/current - 1) < 1e-6


def field_multiplier(s):
    return 2 * (1 + s - np.sqrt(s*(1 + s)))


def surface_copper(q, s):
    """Integrate scaled ion transport from bulk (x=1) to cathode (x=0)."""
    def slopes(x, ions):
        copper, inert, anion = ions
        field = q / (2*(copper + inert + anion))
        return [q - 2*copper*field, -2*inert*field, 2*anion*field]
    path = solve_ivp(slopes, (1, 0), [1.0, s, 1.0 + s],
                     method="RK45", rtol=1e-8, atol=1e-11)
    assert path.success
    return path.y[0, -1]


# Limiting flux with migration, found by shooting for zero surface copper
salt_ratios = [1e-4, 0.1, 1.0, 4.0, 20.0]
multipliers = []
for s in salt_ratios:
    q_limit = brentq(surface_copper, 0.5, 1.999, args=(s,), xtol=1e-9)
    assert abs(q_limit - field_multiplier(s)) < 1e-5
    multipliers.append(q_limit)
assert all(a > b for a, b in zip(multipliers, multipliers[1:]))

per_minute = 60e6         # m/s to micrometre/min
print(f"Layer thickness: {delta*1e6:.1f} micrometre")
print(f"Bulk cupric concentration: {conc/1000:.2f} mol/L")
print(f"Same concentration: {conc:.0f} mol/m^3")
print(f"Chosen diffusion coefficient: {diff:.2e} m^2/s")
print(f"Temperature: {temperature:.2f} K")
print(f"Rough viscosity: {viscosity*1e3:.1f} mPa s")
print(f"Rough hydrated radius: {ion_radius*1e9:.1f} nm")
print(f"Stokes-Einstein estimate of D: {diff_stokes:.2e} m^2/s")
print(f"Copper molar mass: {molar_mass*1e3:.2f} g/mol")
print(f"Rough copper density: {density/1e3:.1f} g/cm^3")
print(f"Copper molar volume: {molar_volume*1e6:.3f} cm^3/mol")
print(f"Faraday constant: {faraday:.1f} C/mol")
print(f"Limiting copper flux: {flux_limit:.3e} mol/(m^2 s)")
print(f"Limiting current density: {current:.0f} A/m^2")
print(f"Same current density: {current/10:.0f} mA/cm^2")
print(f"Maximum thickness rate: {rate*1e9:.1f} nm/s")
print(f"Same thickness rate: {rate*per_minute:.2f} micrometre/min")
for d_other in (4e-10, 7e-10):
    other_rate = d_other * conc * molar_volume / delta
    print(f"Rate for D = {d_other:.1e} m^2/s: "
          f"{other_rate*per_minute:.2f} micrometre/min")
print(f"Transport speed D/delta: {diff/delta:.3e} m/s")
for ratio, share in zip(k_ratios, shares):
    print(f"Share of limit at k = {ratio:.0f} D/delta: {share:.4f}")
print(f"Transient decay time: {decay_time:.3f} s")
print(f"Simulated flux/limit at {probe_time:.1f} s: {probe_ratio:.4f}")
print(f"Late-time formula, same ratio: {late_formula:.4f}")
print(f"Start-up excess, formula: {excess_thickness*1e9:.2f} nm")
print(f"Start-up excess, simulated: {simulated_excess*1e9:.2f} nm")
print(f"Simulated deposit after {end_time:.1f} s: "
      f"{simulated_thickness*1e9:.1f} nm")
for s, m in zip(salt_ratios, multipliers):
    print(f"Field multiplier, inert/copper ratio {s:g}: "
          f"{m:.4f} (formula {field_multiplier(s):.4f})")
print(f"Rate with no inert salt (model): "
      f"{field_multiplier(0.0)*rate*per_minute:.2f} micrometre/min")
print("done: every assertion held")
```

It prints:

```
Layer thickness: 30.0 micrometre
Bulk cupric concentration: 0.50 mol/L
Same concentration: 500 mol/m^3
Chosen diffusion coefficient: 5.00e-10 m^2/s
Temperature: 298.15 K
Rough viscosity: 1.0 mPa s
Rough hydrated radius: 0.4 nm
Stokes-Einstein estimate of D: 5.46e-10 m^2/s
Copper molar mass: 63.55 g/mol
Rough copper density: 9.0 g/cm^3
Copper molar volume: 7.061 cm^3/mol
Faraday constant: 96485.3 C/mol
Limiting copper flux: 8.333e-03 mol/(m^2 s)
Limiting current density: 1608 A/m^2
Same current density: 161 mA/cm^2
Maximum thickness rate: 58.8 nm/s
Same thickness rate: 3.53 micrometre/min
Rate for D = 4.0e-10 m^2/s: 2.82 micrometre/min
Rate for D = 7.0e-10 m^2/s: 4.94 micrometre/min
Transport speed D/delta: 1.667e-05 m/s
Share of limit at k = 1 D/delta: 0.5000
Share of limit at k = 10 D/delta: 0.9091
Share of limit at k = 100 D/delta: 0.9901
Transient decay time: 0.182 s
Simulated flux/limit at 1.0 s: 1.0084
Late-time formula, same ratio: 1.0083
Start-up excess, formula: 35.31 nm
Start-up excess, simulated: 35.31 nm
Simulated deposit after 3.0 s: 211.8 nm
Field multiplier, inert/copper ratio 0.0001: 1.9802 (formula 1.9802)
Field multiplier, inert/copper ratio 0.1: 1.5367 (formula 1.5367)
Field multiplier, inert/copper ratio 1: 1.1716 (formula 1.1716)
Field multiplier, inert/copper ratio 4: 1.0557 (formula 1.0557)
Field multiplier, inert/copper ratio 20: 1.0122 (formula 1.0122)
Rate with no inert salt (model): 7.06 micrometre/min
done: every assertion held
```
